\section*{Field-Emission Exponent and Contact Resistance of a Heavily Doped Schottky Barrier, part 2}

A metal fills $x<0$ and an n-type semiconductor fills $x>0$. The aim is the resistance of this contact when electrons tunnel through the depletion barrier. Formulas are in SI form, with energies in joules unless quoted in eV; $q>0$ is the elementary charge, $m_e$ the free-electron mass and $\epsilon$ the absolute permittivity.

The barrier $\phi_B$ is measured from the Fermi level, which lies $\zeta$ above the bulk conduction-band edge. The band energy $V(x)$, the longitudinal energy $E$ and the zero-bias barrier top $E_b=\phi_B+\zeta$ are measured from that edge. For fully ionized doping $N$ and mass $m$ along the normal, full depletion gives a parabolic barrier with surface field $F$. With the decay rate $\kappa=\sqrt{2m(V-E)}/\hbar$, the WKB transmission below the top is $T(E)=e^{-b(E)}$, where
\begin{equation}
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\epsilon}},\qquad
b(E)=\frac{1}{E_{00}}\int_E^{E_b}\sqrt{\frac{V-E}{V}}\,dV,
\label{eq:restate}
\end{equation}
Here $b_F=b(\zeta)$, and $t_b$ is defined by $\cosh t_b=\sqrt{E_b/E}$. The cold formula for $g$ equivalent valleys with density-of-states mass $m_d$ is
\begin{equation}
\zeta=\frac{\hbar^2}{2m_d}\left(\frac{3\pi^2N}{g}\right)^{2/3}.
\label{eq:zeta}
\end{equation}
The Thomas--Fermi profile keeps the residual electrons where $V<\zeta$, which thickens the barrier.

A forward bias $U>0$ makes the metal positive and lowers the barrier top by $qU$. The current density is
\begin{equation}
J=\frac{q m_t}{2\pi^2\hbar^3}
\int_0^\infty dE\,T(E,U)\int_0^\infty d\varepsilon_t\,
(f_s-f_m).
\label{eq:current}
\end{equation}
Here $\varepsilon_t$ is the transverse energy, $m_t=\sqrt{m_ym_z}$ comes from the transverse masses, and the semiconductor and metal occupations are $f_s=f_0(E+\varepsilon_t-\zeta)$ and $f_m=f_0(E+\varepsilon_t-\zeta+qU)$, with $f_0(y)=[1+\exp(y/kT)]^{-1}$. In $kT$, $T$ is the absolute temperature and $k$ Boltzmann's constant.

The silicon-like example has $\phi_B=0.60$ eV, $N=10^{20}\,\mathrm{cm^{-3}}$, relative permittivity 11.7 and six valleys with masses 0.92, 0.19 and 0.19 in units of $m_e$. Four valleys have normal mass $m=0.19\,m_e$ and carry the reference current. Then $E_{00}=0.1245$ eV, $\zeta=0.0740$ eV, $b_F=4.06$, $F=4.57$ MV/cm, and the depletion width is 2.95 nm.

\subsection{Why the zero-bias barrier suffices}

The specific contact resistance is $\rho_c=(dJ/dU)^{-1}$ at $U=0$. Bias changes both $T$ and the occupations. The term with $dT/dU$ is multiplied by $f_s-f_m$, which vanishes at zero bias. To first order in $U$,
\begin{equation}
f_s-f_m=-qU\,f_0'(E+\varepsilon_t-\zeta).
\end{equation}
The transverse integral follows from the fundamental theorem of calculus:
\begin{equation}
\int_0^\infty\left[-f_0'(E+\varepsilon_t-\zeta)\right]d\varepsilon_t
=f_0(E-\zeta),
\end{equation}
because the occupation vanishes at infinite energy. Therefore
\begin{equation}
\boxed{\frac{1}{\rho_c}=\frac{q^2m_t}{2\pi^2\hbar^3}
\int_0^\infty T(E)\,f_0(E-\zeta)\,dE.}
\label{eq:rho}
\end{equation}
Above the barrier top the model sets $T=1$. Equivalent valleys add their conductances, so $m_t$ is summed over valleys with the same normal mass. The four light-mass valleys have $\sum m_t=4\sqrt{0.19\times0.92}\,m_e=1.672\,m_e$.

Equation \eqref{eq:rho} was tested against a current computed at biases of $+1$ and $-1$ mV, with the barrier changed at each bias. The difference quotient agreed with the formula within a relative tolerance of 0.2\%.

\subsection{Closed form at low temperature}

At zero temperature the occupied range is $0<E<\zeta$. To see how rapidly the transmission falls below the Fermi level, differentiate \eqref{eq:restate}. The moving lower limit contributes nothing because the integrand vanishes there:
\begin{equation}
-\frac{db}{dE}=\frac{1}{2E_{00}}\int_E^{E_b}
\frac{dV}{\sqrt{V(V-E)}}
=\frac{1}{E_{00}}\operatorname{arccosh}\sqrt{\frac{E_b}{E}} .
\label{eq:slopeE}
\end{equation}
The substitution $V=E\cosh^2t$ turns the integral into $2t_b$, which gives the last expression. At the Fermi level this defines
\begin{equation}
c=\frac{\operatorname{arccosh}\sqrt{1+\phi_B/\zeta}}{E_{00}} .
\label{eq:c}
\end{equation}
In the example $c=1.769/0.1245=14.2\ \mathrm{eV^{-1}}$.

Replace $b(E)$ by its tangent, $b(E)\approx b_F+c(\zeta-E)$. The integral becomes
\begin{equation}
\int_0^\zeta e^{-b_F-c(\zeta-E)}dE
=e^{-b_F}\frac{1-e^{-c\zeta}}{c},
\end{equation}
so that
\begin{equation}
\frac{1}{\rho_c}\approx\frac{q^2m_t}{2\pi^2\hbar^3}
\,e^{-b_F}\,\frac{1-e^{-c\zeta}}{c}.
\label{eq:cold}
\end{equation}
The slope in \eqref{eq:slopeE} becomes less steep as $E$ rises. Thus $b(E)$ is convex and lies on or above its tangent. Equation~\eqref{eq:cold} is consequently an upper bound on the zero-temperature conductance in this WKB model and a lower bound on its resistance.

For the example, $c\zeta=1.051$ and the tangent integral has the energy factor $(1-e^{-1.051})/14.21=0.0458$ eV. Direct integration gives 0.9475 times this value. With $\zeta$ and $\phi_B$ fixed, dividing $E_{00}$ by 10 and by 100 raises the ratio to 0.971 and 0.997. The approach to one is not steady: halving $E_{00}$ first lowers the ratio to 0.930. For small enough $E_{00}$ the tangent becomes accurate because the contributing range narrows towards the Fermi level.

The prefactor in \eqref{eq:rho}, per eV of integration, is about $2.7\times10^{10}\ \mathrm{S\,cm^{-2}\,eV^{-1}}$. With $e^{-b_F}=0.01733$,
\begin{equation}
\frac1{\rho_c}\approx
(2.7\times10^{10})(0.01733)(0.0458)(0.9475)
\ \mathrm{S\,cm^{-2}},
\end{equation}
which gives $\rho_c=4.9\times10^{-8}\ \Omega\,\mathrm{cm^2}$ at zero temperature. At 300 K, with the same $\zeta$, full integration gives $3.5\times10^{-8}\ \Omega\,\mathrm{cm^2}$, or $3.5\ \Omega\,\mu\mathrm{m^2}$. Some electrons now occupy energies above $\zeta$, where the barrier is easier to cross.

\subsection{The leading resistance law}

From the upper limit of the integral in \eqref{eq:restate}, at fixed $\zeta$,
\begin{equation}
\frac{db_F}{d\phi_B}=\frac{1}{E_{00}}
\sqrt{\frac{\phi_B}{\phi_B+\zeta}} .
\end{equation}
The prefactor also depends on $\phi_B$ through $c$. Differentiating \eqref{eq:c} gives
\begin{equation}
\frac{dc}{d\phi_B}=\frac{1}{2E_{00}\sqrt{\phi_B(\phi_B+\zeta)}} .
\end{equation}
The logarithm of \eqref{eq:cold} then yields
\begin{equation}
\frac{d\ln\rho_c}{d\phi_B}\approx
\frac{1}{E_{00}}\sqrt{\frac{\phi_B}{\phi_B+\zeta}}
+\frac{dc}{d\phi_B}
\left[\frac1c-\frac{\zeta}{e^{c\zeta}-1}\right].
\label{eq:rhoslope}
\end{equation}
For a high barrier at fixed doping, the first term tends to $1/E_{00}$ and the second tends to zero. Integration with respect to $\phi_B$ gives the leading law at zero temperature
\begin{equation}
\boxed{\ln\rho_c\sim\phi_B/E_{00}} .
\end{equation}
The sign $\sim$ means that the ratio of the two sides tends to one. It does not mean that their difference is constant. At a fixed finite temperature the limit changes. For a high enough barrier the integrand of \eqref{eq:rho} peaks in the thermal tail, where $-db/dE=1/kT$, that is at $E=E_b/\cosh^2(E_{00}/kT)$. There $b(E)+E/kT=(E_b/E_{00})\tanh(E_{00}/kT)$, so $\ln\rho_c\sim(\phi_B/E_{00})\tanh(E_{00}/kT)$. At 300 K the factor $\tanh(E_{00}/kT)$ is 0.9999 at $10^{20}\,\mathrm{cm^{-3}}$ but 0.91 at $10^{19}\,\mathrm{cm^{-3}}$.

In the example, the two terms of \eqref{eq:rhoslope}, multiplied by $E_{00}$, are 0.944 and 0.024. Their sum is 0.968; direct integration at zero temperature gives 0.966. At 6 and 60 eV, with doping fixed, the direct values are 0.9960 and 0.9996. These large barriers serve as a mathematical test of the limit and do not describe a contact.

A doping scan at 300 K, with $\phi_B=0.60$ eV fixed and $\zeta$ recalculated from the cold formula, gives
\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $\phi_B/E_{00}$ & $b_F$ & $\rho_c$ ($\Omega$\,cm$^2$)\\
$5\times10^{19}$ & 6.81 & 6.02 & $2.6\times10^{-7}$\\
$1\times10^{20}$ & 4.82 & 4.06 & $3.5\times10^{-8}$\\
$2\times10^{20}$ & 3.41 & 2.69 & $6.9\times10^{-9}$
\end{tabular}
\end{center}
Between the first and last rows $\ln\rho_c$ falls by 3.64, while $\phi_B/E_{00}$ falls by 3.41. A fit of $\ln\rho_c$ to a straight line in $1/E_{00}$ through these end points would return 0.64 eV instead of the input 0.60 eV. The exponent $b_F$ alone falls by 3.33. The remaining 0.31 is the net result of two opposing changes. At zero temperature the prefactor would supply 0.92, because a larger $\zeta$ and a smaller $c$ both increase the contributing energy range. Heating to 300 K takes back 0.61: it multiplies the conductance by 2.10 at the lowest doping but only by 1.14 at the highest.

\subsection{Temperature and field emission}

Just above the Fermi level the transmission grows approximately as $e^{c(E-\zeta)}$. In the thermal tail the occupation falls as $e^{-(E-\zeta)/kT}$. Their product decreases there if
\begin{equation}
ckT<1 .
\end{equation}
This is the local condition for field emission. It keeps the contributing energies near the Fermi level, but it does not confine them below it. In the example $ckT=0.37$, and with the Fermi energy recalculated at 300 K about half of the conductance comes from $E>\zeta$; at $5\times10^{19}\,\mathrm{cm^{-3}}$ the share is about three quarters. The stationary point of $T(E)f_0(E-\zeta)$ satisfies $1-f_0=c(E)kT$, where $c(E)=-db/dE$. With the Fermi energy recalculated at 300 K, it lies 0.011 eV below the Fermi level.

At $10^{18}\,\mathrm{cm^{-3}}$, again with full ionization, the maximum lies 0.50 eV above the Fermi level, 0.10 eV below the top of the 0.60 eV barrier. Thermal excitation then sets the energy at which electrons tunnel. The exponent $\phi_B/E_{00}$ should not be used for that contact.

\subsection{Effects that change the resistance}

The following effects were calculated separately from the 300 K reference of $3.5\times10^{-8}\ \Omega\,\mathrm{cm^2}$. They interact, so their factors should not be multiplied.

An electron at distance $x$ from an ideal metal is attracted by an image at distance $2x$. The force is $q^2/(16\pi\epsilon x^2)$, which integrates to an energy $-q^2/(16\pi\epsilon x)$. In a constant surface field, the maximum of $-qFx-q^2/(16\pi\epsilon x)$ lies at $x_m=\sqrt{q/(16\pi\epsilon F)}$. Its depth is
\begin{equation}
\Delta\phi=2qFx_m=\sqrt{\frac{q^3F}{4\pi\epsilon}} .
\end{equation}
This estimate is 0.237 eV in the example, with $x_m=0.26$ nm. That distance is about one silicon bond length, so a continuum image energy is only a rough guide there. Including the image energy throughout the parabolic barrier, with the static permittivity, lowers the Fermi-level exponent to 3.33 and $\rho_c$ to $1.7\times10^{-8}\ \Omega\,\mathrm{cm^2}$.

The parabolic mass may also fail deep in the gap. A two-band estimate replaces $V-E$ in $\kappa^2$ by $(V-E)[1-(V-E)/E_g]$. With $E_g=1.12$ eV, the exponent becomes 3.40 and $\rho_c$ becomes $1.8\times10^{-8}\ \Omega\,\mathrm{cm^2}$. For silicon this is a rough measure, because its gap is indirect and the two-band relation is not its calculated complex band structure.

The transmission prefactor matters as much. For a free-electron metal with its Fermi level 5 eV above the band bottom, and with zero transverse wavevector, a numerical wave solution gives 2.3 times the WKB conductance. At the Fermi energy the transmissions are 0.043 and 0.017. The ratio depends on this choice of metal and matching. The light-mass valleys of (100) silicon lie at a large transverse wavevector, which this solution leaves out.

The Thomas--Fermi profile of the first half, with the cold $\zeta$, acts in the opposite direction and raises $\rho_c$ to $4.6\times10^{-8}\ \Omega\,\mathrm{cm^2}$. Two smaller effects concern the band. Recalculating $\zeta$ at 300 K reduces it to 0.065 eV and raises $\rho_c$ to $3.9\times10^{-8}\ \Omega\,\mathrm{cm^2}$. The two valleys with heavy normal mass have $E_{00}=0.057$ eV and add 0.24\% to the light-valley conductance.

\subsection{Relation to a real contact and use in code}

The parameters lie in the regime of a silicide contact to heavily doped n-type silicon. A barrier near 0.6 eV and active doping near $10^{20}\,\mathrm{cm^{-3}}$ are rough typical values, and a resistance of order $10^{-8}\ \Omega\,\mathrm{cm^2}$ is a plausible size for this regime. Real contacts depart from uniform, fully active doping. If half the donors were active, the table gives a resistance about 7.5 times the reference at the same barrier. The mean dopant spacing is 2.15 nm, compared with a depletion width of 2.95 nm, so a smooth donor charge is itself doubtful; the effect of individual dopants was not calculated. Image lowering alone roughly halves the model resistance. The reference value is therefore a model result, not a prediction for a particular device.

An implementation should take the active doping, the normal mass, the transverse masses and the density-of-states mass as separate inputs. It should compute $\zeta$, then $E_{00}$ and $ckT$, and integrate \eqref{eq:rho} when a resistance is required. When $\phi_B\ll\zeta$, the equivalent form $\operatorname{arcsinh}\sqrt{\phi_B/\zeta}$ avoids the rounding error made in forming $1+\phi_B/\zeta$ in \eqref{eq:c}; the limit $b_F=\phi_B/E_{00}$ covers $\zeta=0$. At lower doping and finite temperature $\zeta$ can be negative. The Fermi level then lies in the gap, the formulas for $b_F$ and $c$ do not apply, and \eqref{eq:rho} should be integrated directly. An image-lowered barrier should not be inserted as $\phi_B$ if the image energy is also included in the profile, since this would count the lowering twice. The numerical output lists the main values at higher precision.

\section*{Table of computed values}
\begin{verbatim}
Input barrier phi_B = 0.60 eV
Input doping N = 1.0e+20 cm^-3
Input relative permittivity = 11.7
Input masses light, heavy = 0.19, 0.92 m0
Input temperature = 300 K; kT = 0.02585 eV
Density-of-states mass per valley = 0.3214 m0
Summed transverse mass, 4 light valleys = 1.6724 m0
Fermi energy zeta (cold) = 0.0740 eV
Barrier top above bulk band edge = 0.6740 eV
E00 = 0.1245 eV
Depletion width = 2.952 nm
Surface field = 4.57 MV/cm
Simple exponent phi_B/E00 = 4.818
WKB exponent at Fermi level = 4.055
WKB exponent at band edge = 5.413
Energy slope c = 14.21 1/eV
c kT = 0.367; c zeta = 1.051
rho_c at 300 K, reference = 3.543e-08 ohm cm^2
rho_c at 0 K = 4.914e-08 ohm cm^2
Cold integral/tangent formula, E00/1: 0.9475
Cold integral/tangent formula, E00/10: 0.9713
Cold integral/tangent formula, E00/100: 0.9971
E00 dln(rho_c)/dphi_B at phi_B=0.6 eV: 0.9662
E00 dln(rho_c)/dphi_B at phi_B=6.0 eV: 0.9960
E00 dln(rho_c)/dphi_B at phi_B=60.0 eV: 0.9996
Schroedinger decay slope = 0.5052 eV
WKB decay slope = 0.5050 eV
Current peak minus Fermi level, 1e20 cm^-3: -0.0106 eV
Current peak minus Fermi level, 1e18 cm^-3: 0.4968 eV
Scan: N (cm^-3), E00 (eV), phi_B/E00, b(zeta), rho_c (ohm cm^2)
  5.0e+19 0.0881 6.814 6.020 2.642e-07
  1.0e+20 0.1245 4.818 4.055 3.543e-08
  2.0e+20 0.1761 3.407 2.689 6.911e-09
Effects outside the reference model, each taken alone:
Image-force lowering estimate = 0.237 eV
Image force: exponent = 3.333
Image force: rho_c = 1.705e-08 ohm cm^2
Two-band gap used = 1.12 eV; exponent = 3.404
Two-band: rho_c = 1.822e-08 ohm cm^2
Electron spill: exponent = 4.276
Heavy valleys: E00 = 0.0566 eV
Heavy/light valley conductance = 0.00241
Fermi energy at 300 K = 0.0652 eV
Warm Fermi energy: rho_c = 3.941e-08 ohm cm^2
Metal band depth for wave solution = 5.0 eV
Transmission at Fermi level, WKB = 0.01733
Transmission at Fermi level, wave solution = 0.04303
Wave/WKB conductance ratio = 2.316
Mean dopant spacing N^(-1/3) = 2.154 nm
\end{verbatim}
